# Static or Optical Permittivity in Image-Force Lowering: A Transit-Time Estimate

## The form fixed by dimensions

A carrier of unit charge in a polar semiconductor approaches a metal that fills $x<0$. Its image attracts it and lowers the contact barrier. The electrons of the semiconductor screen the image at once, with optical permittivity $\varepsilon_\infty$. The lattice adds its share with a delay set by a phonon frequency $\omega$, and a carrier at rest would feel the static permittivity $\varepsilon_0$. Hartree atomic units are used throughout.

Let the carrier move at constant speed $v$ along the normal. In linear response the lattice part of its image energy is proportional to the difference of inverse permittivities,
$$K=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$
The other quantities are the charge, $x$, $v$ and $\omega$. Charge squared over length is an energy, and $\omega x/v$ is the one independent dimensionless group. Mass and Planck's constant do not enter, because the path is prescribed and classical. Therefore
$$W_{\rm lat}(x)=\frac{K}{4x}\,p(a),\qquad a=\frac{2\omega x}{v}.$$
The factor 4 is chosen so that $p=1$ for a fully relaxed lattice, and $p=0$ means that the optical permittivity suffices. The question is how large $p$ is at the barrier maximum. The answer describes the mean image work on one carrier with a given path. It does not by itself fix the thermal current, as the worked example explains.

The transit time is $t=x/v$ and the phonon period is $T=2\pi/\omega$, so $a=4\pi t/T$. The factor $4\pi$ already warns that $t=T$ need not mark the crossover.

## The barrier with a fixed permittivity

Let the depletion field push the carrier away from the metal with a force $F$, uniform over many times the barrier distance. For an ideal metal the image lies at $-x$, at distance $2x$, and attracts with force $1/(4\varepsilon x^2)$. Relative to the unlowered barrier,
$$U(x)=-Fx-\frac1{4\varepsilon x}.$$
Setting $U'=-F+1/(4\varepsilon x^2)$ to zero gives
$$x_m=\frac1{2\sqrt{\varepsilon F}} .$$
This is a maximum, since $U''=-1/(2\varepsilon x^3)<0$. At $x_m$ the two terms are equal, because $1/(4\varepsilon x_m)=Fx_m$. The lowering is therefore
$$\Delta=-U(x_m)=2Fx_m=\sqrt{F/\varepsilon}.$$
Below, $x_m$ denotes the position for $\varepsilon=\varepsilon_\infty$.

## Which phonon frequency enters

For one undamped polar oscillator with transverse frequency $\omega_T$,
$$\varepsilon(\nu)=\varepsilon_\infty+\frac{(\varepsilon_0-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\nu^2}
=\varepsilon_\infty\frac{\omega^2-\nu^2}{\omega_T^2-\nu^2},\qquad \omega^2=\frac{\varepsilon_0}{\varepsilon_\infty}\omega_T^2 .$$
The zero of $\varepsilon$ at $\omega$ is the longitudinal optical frequency. A given charge produces a potential proportional to $1/\varepsilon$. Writing $\omega_T^2-\nu^2=(\omega^2-\nu^2)-(\omega^2-\omega_T^2)$ gives
$$\frac1{\varepsilon(\nu)}=\frac1{\varepsilon_\infty}-\frac{\omega^2-\omega_T^2}{\varepsilon_\infty(\omega^2-\nu^2)}
=\frac1{\varepsilon_\infty}-\frac{K\omega^2}{\omega^2-\nu^2},$$
because $(\omega^2-\omega_T^2)/\varepsilon_\infty=\omega^2(1/\varepsilon_\infty-1/\varepsilon_0)$. With an ideal metal, the longitudinal frequency is thus the one that matters.

## Image energy of a moving carrier

An ideal metal holds the potential at zero on $x=0$. The potential is then a direct term plus an image term. The direct term would exist without the metal; it contains the bulk polaron energy and the bulk drag. It is left out here to isolate the effect of the metal, not because it is small. The image of a source at $x'$ gives, at distance $x$ on the same normal,
$$-\frac1{x+x'}=-\int_0^\infty e^{-Qx}e^{-Qx'}\,dQ,$$
before division by the permittivity. Here $Q$ is a wavevector along the surface.

For the approaching carrier, the position at the earlier time $t-\tau$ was $x+v\tau$. The drive on each $Q$ was then smaller by $e^{-Qv\tau}$, so it grows in time as $e^{Qvt}$. With the convention $e^{-i\nu t}$ this means $\nu=iQv$, and the response factor is
$$\frac1{\varepsilon(iQv)}=\frac1{\varepsilon_\infty}-\frac{K}{1+(Qv/\omega)^2}.$$
The force is minus the derivative with respect to the field point, taken before setting $x'=x$:
$$F_{\rm im}(x)=-\int_0^\infty \frac{Q\,e^{-2Qx}}{\varepsilon(iQv)}\,dQ .$$
For constant $\varepsilon$ the integral is $1/(4\varepsilon x^2)$, which restores the static force. The energy accumulated on the way in from infinity is
$$W(x)=\int_x^\infty F_{\rm im}(x')\,dx'=-\frac12\int_0^\infty\frac{e^{-2Qx}}{\varepsilon(iQv)}\,dQ .$$
It depends on the speed, so it is work along a path and not a potential common to all carriers.

In the lattice term put $Q=\omega s/v$. The prefactor becomes $\tfrac12K\omega/v=Ka/(4x)$, and
$$W=-\frac1{4x}\left[\frac1{\varepsilon_\infty}-Kp(a)\right],\qquad p(a)=a f(a),\qquad f(a)=\int_0^\infty\frac{e^{-as}}{1+s^2}\,ds .$$
The lattice term is positive: lattice screening weakens the attraction.

## Slow carriers: the static limit and its correction

For large $a$, small $s$ dominates. The identity
$$\frac1{1+s^2}=1-s^2+\frac{s^4}{1+s^2}$$
and $\int_0^\infty s^ne^{-as}ds=n!/a^{n+1}$ give
$$p(a)=1-\frac2{a^2}+r,\qquad 0<r<\frac{24}{a^4}.$$
The remainder is positive because its integrand is, and the upper bound follows from replacing $1+s^2$ by 1.

If the transit time equals a full period, $a=4\pi$ and $p=0.988$. The lattice has then done nearly all of its static work. A transit shorter than the period is therefore no sufficient reason to use the optical permittivity.

## Fast carriers: the optical limit and its correction

For small $a$ the integral cannot be expanded term by term in $a$, since $\int s\,ds/(1+s^2)$ diverges logarithmically. A closed form is needed. From $\int_0^\infty e^{-st}\sin t\,dt=1/(1+s^2)$, integrating over $s$ first,
$$f(a)=\int_0^\infty\frac{\sin t}{a+t}\,dt=\int_a^\infty\frac{\sin(y-a)}{y}\,dy .$$
Expanding the sine of the difference, with $\mathrm{Si}(a)=\int_0^a(\sin y/y)\,dy$ and $\mathrm{Ci}(a)=-\int_a^\infty(\cos y/y)\,dy$, gives
$$f(a)=\left[\frac{\pi}2-\mathrm{Si}(a)\right]\cos a+\mathrm{Ci}(a)\sin a .$$
For small $a$, $\mathrm{Si}(a)\approx a$ and $\mathrm{Ci}(a)\approx\gamma+\ln a$, where $\gamma\approx0.577$ is Euler's constant. Hence
$$p(a)=\frac{\pi a}2+a^2(\ln a+\gamma-1)+O(a^3).$$

The leading term gives $W_{\rm lat}\to\pi K\omega/(4v)$, independent of $x$. A fast carrier meets almost no additional lattice work close to the metal. It has already accumulated the work at distances of order $v/\omega$, where the lattice could still follow. This memory makes $p$ fall only linearly with the transit time.

Between the limits, a numerical root search for $p=\tfrac12$ gives $a=0.648$, that is
$$\frac{\omega x}{v}=0.324,\qquad \frac tT=0.052 .$$
At constant speed the crossover lies at about one twentieth of a period. For the image work, the optical permittivity is a good approximation when $t$ is well below this.

## First correction to the lowering

Here the lowering means that of the energy profile formed by the field and the image work. At constant speed it is the minimum over $x$ of
$$G(x)=Fx+\frac1{4\varepsilon_\infty x}-\frac{Kp(2\omega x/v)}{4x}.$$
Any trial position gives an upper bound to a minimum. At $x_m$ the first two terms add up to $\sqrt{F/\varepsilon_\infty}$, and $1/(4x_m)=\tfrac12\sqrt{\varepsilon_\infty F}$. Therefore
$$\Delta\le\sqrt{\frac F{\varepsilon_\infty}}\left[1-\frac12\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)p\right],$$
where $K\varepsilon_\infty=1-\varepsilon_\infty/\varepsilon_0$ was used and $p$ is taken at $x_m$. The right side is also the first-order result in $K$: the first two terms of $G$ are stationary at $x_m$, so a shift of the minimum proportional to $K$ changes $G$ at order $K^2$.

In the static limit, $p=1$, the true factor is $\sqrt{\varepsilon_\infty/\varepsilon_0}$. With $c=1-\varepsilon_\infty/\varepsilon_0$ it expands as $\sqrt{1-c}=1-c/2-c^2/8-\dots$, which shows the size of the neglected term there.

## The carrier slows down as it climbs

The speed is not constant. To first order in $K$, the path may be taken in the optically screened barrier. Let $E$ be the kinetic energy of normal motion at the top. Since $1/(4\varepsilon_\infty)=Fx_m^2$, energy conservation reads
$$\tfrac12m\dot x^2=E+U(x_m)-U(x)=E-2Fx_m+Fx+\frac{Fx_m^2}{x}=E+\frac{F(x-x_m)^2}{x}.$$
The carrier was faster earlier, at the distances where much of the lattice work is done.

The delayed force on such a path follows from
$$\frac1{1+(Qv/\omega)^2}=\omega\int_0^\infty\sin(\omega\tau)\,e^{-Qv\tau}\,d\tau .$$
This identifies $\omega\sin\omega\tau$ as the memory of the lattice. Applying it to the drive $e^{-Qx(t-\tau)}$ and using $\int_0^\infty Qe^{-Qz}dQ=1/z^2$ gives the outward force
$$F_{\rm lat}(t)=K\omega\int_0^\infty\frac{\sin\omega\tau}{[x(t)+x(t-\tau)]^2}\,d\tau .$$
The lattice fraction on the path is the work done against this force on the way in to $x_m$, divided by its static value $K/(4x_m)$:
$$p_{\rm path}=\frac{4x_m}{K}\int_{x_m}^\infty F_{\rm lat}\,dx .$$
It replaces $p$ in the first-order lowering.

For $E$ the thermal flux supplies a typical value among the carriers that pass. In a Maxwell distribution at the top, the flux at normal speed $v$ is weighted by $v\,e^{-mv^2/2kT}dv$, which is proportional to $e^{-E/kT}dE$. Its mean energy is $kT$.

## Worked example

Take round model parameters: $\varepsilon_0=10$, $\varepsilon_\infty=7$, $\omega=2.5\times10^{-4}$, $m=1$, $kT=9.5\times10^{-4}$ (300 K) and $F=2\times10^{-5}$ ($1.0\times10^7$ V/m). The heavy carrier helps to keep a classical path meaningful, and the soft phonon makes the passage fast compared with the period.

The barrier position, the speed for $E=kT$ and the transit time are
$$x_m=\frac1{2\sqrt{7\times2\times10^{-5}}}=42.3,\qquad v=\sqrt{2kT/m}=0.0436,\qquad t=\frac{x_m}{v}=970,$$
in atomic units; the time is 23 fs. The period is $2\pi/\omega=2.51\times10^4$, or 608 fs. Thus $t/T=0.039$ and $a=0.485$.

The transit takes 4% of a period, yet at constant speed $p=0.42$. The leading fast term gives $1.571\times0.485=0.76$, which is far too large. With the logarithmic correction,
$$0.76+0.235\,(-0.724+0.577-1)=0.49 .$$
The first correction is therefore essential even at this small time ratio.

On the decelerating path, evaluating the double integral on a logarithmic grid of distances out to $1000x_m$ gives 0.224. The nearly static tail beyond adds $x_m/(1000x_m)=0.001$, so $p_{\rm path}=0.225$. The direction of the change follows from the speed. At $x=v/\omega=174$ the added kinetic energy is
$$\frac{F(x-x_m)^2}{x}=\frac{2\times10^{-5}\times132^2}{174}=2.0\times10^{-3},$$
about twice $kT$, so the carrier moves there about 1.8 times as fast as at the top.

The purely optical and purely static lowerings are
$$\sqrt{F/7}=1.69\times10^{-3}\ (46.0\ \text{meV}),\qquad \sqrt{F/10}=1.41\times10^{-3}\ (38.5\ \text{meV}).$$
The path estimate is
$$1.69\times10^{-3}\,(1-0.5\times0.3\times0.225)=1.63\times10^{-3},$$
or about 44 meV. For the mean image work on a carrier that follows this path without scattering, the optical permittivity is the better single choice, with a lattice correction of some 3% of the optical lowering.

**Why this is not the thermal current.** It would be wrong to insert this lowering into $e^{\Delta/kT}$. The calculation starts from a lattice without thermal motion, but the phonon energy here is only $0.26\,kT$, so the lattice fluctuates strongly. In classical equilibrium the density of carriers at the barrier top is fixed by a free energy. Averaging over the lattice displacements puts the static permittivity into it, whatever the speed of the carriers. Carriers that cross the top and turn back can only reduce the current. The static lowering therefore sets an upper limit to the classical equilibrium current, and the optical value would exceed that limit by a factor $e^{0.29}=1.34$.

**Dependence on energy.** For $E=0.1$, 1 and 3 times $kT$, the path fraction is 0.286, 0.225 and 0.184. The constant-speed formula would vary more strongly: for $0.1\,kT$ it has $a=0.485\sqrt{10}=1.53$, well on the static side of its crossover. On the real path a carrier with small $E$ is slow only where $F(x-x_m)^2/x\lesssim E$. For small $E$ that region shrinks as $\sqrt E$, and the lattice work done in it shrinks too.

**Dependence on field.** Since $x_m\propto F^{-1/2}$, a weaker field lengthens the transit and brings the image work closer to its static value. At $F=2\times10^{-6}$ the path fraction is 0.71. A root search with $E=kT$ puts the crossover at $F=5.75\times10^{-6}$, or $3.0\times10^6$ V/m. There the time ratio is
$$\frac tT=0.0386\sqrt{\frac{2\times10^{-5}}{5.75\times10^{-6}}}=0.072,$$
about one fourteenth of a period. Deceleration moves the threshold, but it remains far below one.

## Where the estimate fails

A classical path requires the reduced wavelength $1/(mv)$ to be smaller than $x_m$. In the example $mvx_m=1.8$, so the condition is met with little margin. The carrier also recoils when it excites the lattice. The weight $e^{-2Qx_m}$ has mean wavevector $1/(2x_m)$, with recoil energy $1/(8mx_m^2)$. This is 0.28 of the phonon energy. The lattice fraction should therefore be read as roughly 0.2, with an uncertainty that this model does not supply.

The two requirements compete:
$$\frac{\omega x_m/v}{mvx_m}=\frac{\omega}{mv^2}.$$
A passage can be both fast and classical only if the phonon energy is well below $mv^2$, which is $2kT$ for $E=kT$. The ratio here is 0.13. For a light carrier, $m=0.1$, with a stiffer phonon, $\omega=7.5\times10^{-4}$, and the same field and temperature, the constant-speed formula gives $p=0.41$. But $mvx_m=0.58$ and the recoil energy is 0.93 of the phonon energy. That value of $p$ is at best an order of magnitude, and a quantum treatment of carrier and lattice is needed.

The field was taken as uniform along the whole path. In a depletion layer of finite width the carrier is slower far from the metal, and the lattice fraction is larger. With parabolic band bending and the same field at $x_m$, the example gives $p_{\rm path}=0.23$, 0.25 and 0.31 for total bendings of 0.8, 0.3 and 0.1 eV (widths of about 150, 56 and 17 nm).

Motion parallel to the interface has been neglected, although thermal carriers have parallel speeds comparable to $v$. Phonon damping and the finite screening length of the metal are also absent. So is the bulk drag, which is not small. For a charge smeared over 20 to 40 bohr and moving at the speed $v$ of the example, the work against the drag over a distance $v/\omega$ is several times $10^{-4}$, depending on the shape of the charge. The lattice part of the image work is only $6\times10^{-5}$. Thermal phonons also scatter the carrier. In the example, a golden-rule estimate with the bulk polar coupling gives a momentum-loss length of roughly 20 bohr at kinetic energy $kT$ and 70 bohr at $3kT$, while the lattice memory extends over $v/\omega=174$ bohr. These lengths show only that scattering is strong. The polar coupling constant $K\sqrt{m/2\omega}$ is 1.9, and at $kT$ the golden-rule scattering rate is about five times the kinetic energy and the momentum-loss length is about equal to the reduced wavelength, so the golden rule is itself outside its range there. The unscattered path is therefore an idealization that isolates the delay of the lattice; it is not the typical path of a carrier with these parameters at 300 K.

The result applies to unscattered carriers arriving from the semiconductor; a carrier emitted by the metal has a different history and needs its own calculation.
